\section*{Why a positive GW LUMO energy is not an electron affinity}

\section*{A positive GW LUMO and the electron affinity}

\textbf{Q.} I computed formaldehyde at the G0W0@HF/cc-pVDZ level. The LUMO, the $\pi^*$ orbital, lies at $0.1039$ Ha, or $2.83$ eV. Poles of the Green function $G$ are addition energies $\varepsilon=E_{N+1}-E_N$, so the affinity $-\varepsilon$ is $-2.83$ eV, and a larger basis will refine it. Do you agree?

\textbf{A.} No. Take Hartree units, fixed nuclei and a neutral closed-shell molecule. Add to the exact ground state $\Psi_N$ an electron in the packet $e^{i\mathbf k\cdot\mathbf r}e^{-a|\mathbf r-\mathbf R|^2}$. As $R\to\infty$ its interaction with the molecule vanishes, and as $a\to0$ its momentum becomes sharp. The energy tends to $E_N+k^2/2$ with vanishing variance, so every $\varepsilon\ge0$ belongs to the spectrum. Combining mirror images of the packet gives this in each symmetry sector. A sector without a bound anion has a continuum starting at zero and no lowest positive level for a basis to converge to.

\textbf{Q.} Then what fixes my number?

\textbf{A.} Once the basis is diffuse, the smallest exponent sets the scale, and the spacing and number of the diffuse exponents set the prefactor. For a free electron with $u_b=r^{l+1}e^{-br^2}$, two differentiations give
\begin{equation}
u_b''=\Big[\frac{l(l+1)}{r^2}-2b(l+1)-2b(l+2)+4b^2r^2\Big]u_b .
\end{equation}
The first term cancels the centrifugal term in $T=-\frac12\partial_r^2+l(l+1)/2r^2$, leaving $Tu_b=[(2l+3)b-2b^2r^2]u_b$. With $I_l(s)=\int_0^\infty r^{2l+2}e^{-sr^2}dr=\Gamma(l+\frac32)/2s^{l+3/2}$, so that $I_{l+1}/I_l=(l+\frac32)/s$, the normalized elements are
\begin{align}
S_{ab}&=\frac{I_l(a+b)}{\sqrt{I_l(2a)I_l(2b)}}=\Big(\frac{2\sqrt{ab}}{a+b}\Big)^{l+3/2},\\
T_{ab}&=(2l+3)\Big[b-\frac{b^2}{a+b}\Big]S_{ab}=(2l+3)\frac{ab}{a+b}S_{ab}.
\end{align}
Dividing all exponents by $\beta$ leaves $S$ unchanged and divides $T$ by $\beta$. For exponents in geometric progression with ratio $\beta$ the lowest eigenvalue is therefore $E_{\rm free}=c\,a_{\min}$, where $c$ depends only on $l$, $\beta$ and the number of functions; one $p$ function has $c=5/2$.

\textbf{Q.} The LUMO electron is not free. It feels the molecule.

\textbf{A.} In Hartree--Fock, adding an electron in the frozen virtual orbital $a$ costs $h_{aa}+\sum_i[2(aa|ii)-(ai|ia)]=\varepsilon_a$, with $i$ running over occupied spatial orbitals. The Coulomb sum covers all $N$ electrons and cancels the nuclear charge, and exchange needs overlap with occupied orbitals. Far out the Fock operator is $T+V_{\rm es}$, with $V_{\rm es}$ the electrostatic energy in the field of a neutral molecule, which has no $-1/r$ tail. The program tests this with one extra $s$ Gaussian ($a=0.1$, kinetic energy $3a/2$) at $20$ bohr from the molecular plane: $\varepsilon-3a/2$ and $V_{\rm es}$ both equal $8.576\times10^{-6}$ Ha.

\textbf{Q.} GW adds correlation. Why should that not hold the level in place?

\textbf{A.} The self-energy vanishes faster than the energy. Use real orbitals, $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ and $K_{ia,jb}=(ia|jb)$. The bare density response, with a factor 2 for spin, is $\chi^0_{ia}=2[(i\nu-\Delta)^{-1}-(i\nu+\Delta)^{-1}]=-4\Delta/(\Delta^2+\nu^2)$. Direct RPA sets $\chi^{-1}=(\chi^0)^{-1}-K$, and factoring out $\Delta^{-1/2}$ on both sides gives
\begin{equation}
\chi=-4\Delta^{1/2}(M+\nu^2)^{-1}\Delta^{1/2},\qquad M=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}.
\end{equation}
With $MZ_s=\Omega_s^2Z_s$ and $\rho_s=\sqrt{2/\Omega_s}\,\Delta^{1/2}Z_s$ this is $\chi=-\sum_s2\Omega_s\rho_s\rho_s^T/(\Omega_s^2+\nu^2)$. Define $w_{pm,s}=\sum_{ia}(pm|ia)\rho_{ia,s}$; the screened correction is $W^c_{pm,qm}=-\sum_s2\Omega_sw_{pm,s}w_{qm,s}/(\Omega_s^2+\nu^2)$. For $\omega$ in the gap, GW defines $\Sigma^c_{pq}=-\frac1{2\pi}\int_{-\infty}^\infty d\nu\sum_mW^c_{pm,qm}/(x_m+i\nu)$, with $x_m=\omega-\varepsilon_m$. Since $W^c$ is even in $\nu$, only $x_m/(x_m^2+\nu^2)$ survives and the range folds onto $(0,\infty)$ with prefactor $-1/\pi$. Partial fractions give $\int_0^\infty d\nu\,[(A^2+\nu^2)(B^2+\nu^2)]^{-1}=\pi/[2AB(A+B)]$ for positive $A,B$, so each term becomes $ww\,\mathrm{sgn}(x_m)/(\Omega_s+|x_m|)$. Occupied $m$ have $x_m>0$ and virtual $m$ have $x_m<0$, hence
\begin{equation}
\Sigma^c_{pq}(\omega)=\sum_{is}\frac{w_{pi,s}w_{qi,s}}{\omega-\varepsilon_i+\Omega_s}+\sum_{as}\frac{w_{pa,s}w_{qa,s}}{\omega-\varepsilon_a-\Omega_s},
\end{equation}
which continues to all $\omega$ off the poles. For $\pi^*$ at $\omega=-0.15008$ Ha this sum and a quadrature with $\chi$ from matrix inversion both give $-0.0205642$ Ha. From HF the diagonal quasiparticle equation is $E=\varepsilon_p+\Sigma^c_{pp}(E)$, with weight $Z=1/(1-\partial_\omega\Sigma^c_{pp})$.

Now $w_{pm,s}=\int\phi_p\phi_mV_s$, where $V_s$ is the potential of the transition density $\sum_{ia}\rho_{ia,s}\phi_i\phi_a$. Orthogonality of $i$ and $a$ makes its charge zero, so $V_s$ starts with the dipole $\boldsymbol\mu_s\cdot\hat{\mathbf r}/r^2$. For the distant Gaussian on the out-of-plane axis $x$ only $m=p$ overlaps, so $w=\mu_{s,x}/R^2$, and the denominator is $-\Omega_s$ at $\omega\approx\varepsilon_p$. The static polarizability is $\alpha_{xx}=-x^T\chi(0)x=2\sum_s\mu_{s,x}^2/\Omega_s$, with $x_{ia}=\langle i|x|a\rangle$, so
\begin{equation}
\Sigma^c\to-\sum_s\frac{\mu_{s,x}^2}{\Omega_sR^4}=-\frac{\alpha_{xx}}{2R^4}.
\end{equation}
A finite-field calculation with Hartree response only gives $\alpha_{xx}=4.9908$ bohr$^3$ in cc-pVDZ (a value of this basis, far from converged: cc-pVTZ with three diffuse $s,p$ pairs on carbon gives about $7.1$), so at $R=20$ bohr the prediction is $-4.9908/(2\times160000)=-1.5596\times10^{-5}$ Ha against a computed $-1.5634\times10^{-5}$ Ha. By mirror symmetry $V_s$ is odd in $x$ (terms $R^{-2},R^{-4}$) or even ($R^{-3}$), so the relative correction goes as $R^{-2}$. Removing it from the ratios $1.0024$ and $1.0007$ at $20$ and $40$ bohr gives $1.0001$.

For a diffuse $p$-type orbital centred on the molecule the same tail fixes the scaling. If $m$ is also diffuse, $w$ is a matrix element of the dipole tail $1/r^2$, which scales like $T$, so $w\propto a$ and $\Sigma^c\propto a^2$. By parity this element vanishes between two $p$ functions, so $m$ must be a diffuse $s$ or $d$ function. If $m$ is compact, $w$ is proportional to the orbital's amplitude in the molecular region, $u/\sqrt{I_1(2a)}\propto a^{5/4}$, and the term goes as $a^{5/2}$. With diffuse $s$ shells present, as below, the leading order is $\Sigma^c/E\propto a\to0$, and $1-Z\propto a^2$ because the derivative carries the same $w^2$; with diffuse $p$ shells alone the $a^{5/2}$ term leads and both fall faster.

\textbf{Q.} Show me this for my molecule.

\textbf{A.} Take a round near-equilibrium geometry (CO $2.28$ bohr, CH $2.09$ bohr, HCH $116^\circ$) and add to cc-pVDZ $n$ pairs of $s$ and $p$ shells on carbon with exponents $0.05/3^k$, $k=0,\dots,n-1$. Follow the lowest virtual orbital odd under $x\to-x$, which has the $b_1$ symmetry of $\pi^*$. Energies are in Ha, and $E_{\rm free}$ uses the added $p$ exponents only.
\begin{center}
\begin{tabular}{ccccc}
$n$&$\varepsilon_{\rm HF}$&$\Sigma^c$&$E$&$E_{\rm free}$\\
0&0.135395&$-3.15\times10^{-2}$&0.103895&--\\
1&0.101134&$-1.39\times10^{-2}$&0.087262&0.125000\\
2&0.037320&$-7.71\times10^{-4}$&0.036549&0.038399\\
3&0.012382&$-7.63\times10^{-5}$&0.012305&0.012581\\
4&0.004135&$-8.50\times10^{-6}$&0.004126&0.004178\\
5&0.001383&$-9.28\times10^{-7}$&0.001382&0.001391
\end{tabular}
\end{center}
Your value is $0.135395-0.03150=0.103895$ Ha. At $n=5$, $a_{\min}=0.05/81=6.173\times10^{-4}$ and $E_{\rm free}=2.254\times6.173\times10^{-4}=0.001391$ Ha, while GW gives $0.001383-0.000001=0.001382$ Ha, or $0.038$ eV, which is $0.7\%$ below $E_{\rm free}$. The last step divides $E$ by $2.986$ and $\Sigma^c$ by $9.16$, against the predicted $\beta=3$ and $\beta^2=9$, and from $n=0$ to $n=5$ the weight $Z$ rises from $0.957$ to $1.00000$. The six digits display the trend; cc-pVDZ is not converged for correlation. The program asserts the monotonic fall, agreement with $E_{\rm free}$ within $10\%$ at $n=5$, and a last-step $\Sigma^c$ ratio above 5. The collapse needs functions of the right symmetry: diffuse $s$ shells on carbon are even in $x$ and cannot enter a $b_1$ orbital.

\textbf{Q.} Electron scattering shows a $\pi^*$ feature at roughly $1$ eV, and your $n=2$ value is $0.99$ eV. Is that not the right basis?

\textbf{A.} That level is hardly $\pi^*$. Let $\phi$ be the cc-pVDZ $\pi^*$ orbital. It lies in every larger basis, so the weights $g_k=|\langle\phi|\psi_k\rangle|^2$ on the HF orbitals sum to one and $\sum_kg_k\varepsilon_k=\langle\phi|F|\phi\rangle$. On the lowest $b_1$ level $g$ is $0.593$, $0.028$, $1.55\times10^{-3}$, $1.07\times10^{-4}$ and $6.56\times10^{-6}$ for $n=1$ to $5$; the last ratio, $16.3$, is near the $3^{5/2}=15.6$ of the amplitude argument. The mean moves only from $0.1354$ to $0.1315$ Ha. With these widely spaced exponents one higher level keeps about $0.84$ of the weight for $n\ge3$; that share depends on the spacing, and a denser set of $p$ exponents divides the weight among more levels. The $\pi^*$ anion is a resonance, a concentration of spectral weight inside the continuum with a position and a width. These need a method that treats the continuum, such as stabilization, complex scaling or a complex absorbing potential; the HF mean is a first moment and neither of the two.

\textbf{Q.} My G0W0@PBE LUMO does not collapse. Does that not refute you?

\textbf{A.} It limits the claim. The PBE $\pi^*$ orbital is bound, at $-0.0879$ Ha for $n=3$ and $5$, so it stays compact. The diagonal solution on it is $0.0899$, $0.07542$ and $0.07539$ Ha for $n=0,3,5$, the last being $2.05$ eV, stable from $n=3$ to $5$. It is not stable against the valence basis: cc-pVTZ with $n=3$ moves the orbital energy to $-0.094$ Ha and the diagonal solution to about $0.049$ Ha, or $1.3$ eV. The poles of $G$, however, solve $\det[\omega-H(\omega)]=0$ with $H=\varepsilon+\Sigma^x-v_{xc}+\Sigma^c(\omega)$. Because $\varepsilon$ is the matrix of $T+V_{\rm nuc}+J+v_{xc}$, subtracting $v_{xc}$ and adding $\Sigma^x$ leaves the Fock operator built from the PBE orbitals, again that of a neutral molecule. Diffuse $p$ functions couple to compact ones as $a^{5/4}$, shifting their energy at second order by $a^{5/2}$. Between two diffuse $p$ functions the dipole tail of $V_{\rm es}$ vanishes by parity, the quadrupole tail $1/r^3$ scales as $a^{3/2}$ and $\Sigma^c$ as $a^2$. All fall faster than $T\propto a$, so $H$ has a root near $E_{\rm free}$. The lowest unoccupied $b_1$ root is $0.0862$, $0.01227$ and $0.001382$ Ha, and at $n=5$ it matches the full-matrix root from HF, $0.001382$ Ha. The $2.05$ eV is the energy of one chosen orbital with its coupling to all other $b_1$ orbitals, diffuse and compact, dropped. It is not the lowest pole, it carries no width, and it depends on the starting orbital.

\textbf{Q.} Does the level always stop at zero from above?

\textbf{A.} The lowest pole does not, if the sector binds. A bound anion has a negative pole and a decaying orbital, and diffuse functions converge it as a root of $\det[\omega-H(\omega)]=0$. The diagonal G0W0@HF value on the lowest virtual orbital need not follow. If the binding comes from correlation alone, the Fock operator has no bound level, that orbital turns diffuse as above, and its value still falls to zero from above. The collapse of the diagonal value alone therefore does not prove the anion unbound. A dipole $D$ can also bind. With potential $-D\cos\theta/r^2$, $\theta$ measured from the positive end, the Hamiltonian is $-\frac12\partial_r^2+\lambda/2r^2$ on $u$, where $\lambda$ is an eigenvalue of $L^2-2D\cos\theta$. At zero energy $u=r^s$ gives $s(s-1)=\lambda$, so $s=\frac12\pm\sqrt{\lambda+\frac14}$. For $\lambda<-\frac14$ the solution oscillates in $\ln r$ with infinitely many nodes, which implies infinitely many weakly bound states at fixed nuclei. Diagonalization puts the threshold at $D=0.6393$ for $m=0$ and $3.792$ for $|m|=1$, in $e\cdot$bohr, with $m$ the projection of $L$ on the dipole axis. The HF/cc-pVDZ dipole, $1.060$ ($1.11$ in cc-pVTZ with $n=3$), lies between. The dipole tail therefore cannot bind $b_1$, which contains only odd $m$, while in a complete basis the $a_1$ sector, which contains $m=0$, ends slightly below zero. The overall G0W0@HF LUMO is still positive at $n=5$, $0.000363$ Ha, but it fell from $0.001400$ Ha by a factor $3.9$ rather than 3. The dipole potential couples $l$ to $l\pm1$ at fixed $m$, so in $b_1$ it can mix the diffuse $p_x$ functions among diffuse functions only with $d$ shells, absent here. The dipole term scales like $T$, so they would lower $c$ and leave $E\propto a_{\min}$. The numerical check follows.

\section*{Table of computed values}
\begin{verbatim}
geometry: CO 2.28 bohr, CH 2.09 bohr, HCH 116.0 deg; 1 Ha = 27.2114 eV
diffuse exponents 0.05/3^k bohr^-2; ghost exponent 0.1 bohr^-2
Sc(pi*, w=-0.15008 Ha): poles -0.0205642 Ha, quadrature -0.0205642 Ha
E[HF+pi*]-E[HF] = 0.135395 Ha, eps(pi*) = 0.135395 Ha
alpha_xx: finite field 4.9908, RPA sum 4.9908 bohr^3
R=20 bohr: eps-3a/2 8.576e-06 Ha, V_es 8.576e-06 Ha
R=20 bohr: Sc -1.5634e-05 Ha, -alpha/2R^4 -1.5596e-05 Ha, ratio 1.0024
R=40 bohr: eps-3a/2 1.197e-06 Ha, V_es 1.197e-06 Ha
R=40 bohr: Sc -9.7540e-07 Ha, -alpha/2R^4 -9.7476e-07 Ha, ratio 1.0007
ratio extrapolated in 1/R^2: 1.0001
dipole HF 1.0597; critical m=0 0.6393, |m|=1 3.7920 e*bohr
n=0 HF: 38 AO, eps_b1 0.135395 Ha, Sc -3.150e-02 Ha, Z 0.95732
n=0 G0W0@HF b1 0.103895 Ha = 2.8271 eV, full 0.102769 Ha, LUMO 0.103895 Ha
n=0 pi* weight on lowest b1 1.00e+00, largest 1.000, mean 0.13540 Ha
n=0 PBE eps -0.08089 Ha; G0W0 diag 0.08985 Ha = 2.445 eV, Z 0.857; full 0.086240 Ha
n=1 HF: 42 AO, eps_b1 0.101134 Ha, Sc -1.387e-02 Ha, Z 0.97832
n=1 G0W0@HF b1 0.087262 Ha = 2.3745 eV, full 0.083325 Ha, LUMO 0.085131 Ha
n=1 pi* weight on lowest b1 5.93e-01, largest 0.593, mean 0.13175 Ha
n=1 a_min 5.000e-02 bohr^-2, E_free 0.125000 Ha, c_free 2.500, c_GW 1.745
n=2 HF: 46 AO, eps_b1 0.037320 Ha, Sc -7.712e-04 Ha, Z 0.99883
n=2 G0W0@HF b1 0.036549 Ha = 0.9945 eV, full 0.036416 Ha, LUMO 0.020521 Ha
n=2 pi* weight on lowest b1 2.82e-02, largest 0.819, mean 0.13155 Ha
n=2 a_min 1.667e-02 bohr^-2, E_free 0.038399 Ha, c_free 2.304, c_GW 2.193
n=3 HF: 50 AO, eps_b1 0.012382 Ha, Sc -7.625e-05 Ha, Z 0.99991
n=3 G0W0@HF b1 0.012305 Ha = 0.3348 eV, full 0.012301 Ha, LUMO 0.005323 Ha
n=3 pi* weight on lowest b1 1.55e-03, largest 0.837, mean 0.13151 Ha
n=3 a_min 5.556e-03 bohr^-2, E_free 0.012581 Ha, c_free 2.265, c_GW 2.215
n=3 PBE eps -0.08792 Ha; G0W0 diag 0.07542 Ha = 2.052 eV, Z 0.846; full 0.012269 Ha
n=4 HF: 54 AO, eps_b1 0.004135 Ha, Sc -8.502e-06 Ha, Z 0.99999
n=4 G0W0@HF b1 0.004126 Ha = 0.1123 eV, full 0.004126 Ha, LUMO 0.001400 Ha
n=4 pi* weight on lowest b1 1.07e-04, largest 0.837, mean 0.13150 Ha
n=4 a_min 1.852e-03 bohr^-2, E_free 0.004178 Ha, c_free 2.256, c_GW 2.228
n=5 HF: 58 AO, eps_b1 0.001383 Ha, Sc -9.279e-07 Ha, Z 1.00000
n=5 G0W0@HF b1 0.001382 Ha = 0.0376 eV, full 0.001382 Ha, LUMO 0.000363 Ha
n=5 pi* weight on lowest b1 6.56e-06, largest 0.836, mean 0.13150 Ha
n=5 a_min 6.173e-04 bohr^-2, E_free 0.001391 Ha, c_free 2.254, c_GW 2.239
n=5 PBE eps -0.08794 Ha; G0W0 diag 0.07539 Ha = 2.051 eV, Z 0.846; full 0.001382 Ha
E(4)/E(5) 2.986; Sc(4)/Sc(5) 9.16; E(0)/E(5) 75.2
n=5 ratios to E_free: GW@HF 0.9932, full@HF 0.9932, full@PBE 0.9935
\end{verbatim}
